An electron above liquid helium as one-dimensional hydrogen in a field

**Problem**

An electron of mass m and charge −e is in vacuum at height z above liquid helium, which fills the half-space z < 0. Treat the liquid as a flat dielectric of relative permittivity ε whose polarization follows the electron without delay, and its surface as an impenetrable wall. A uniform static field, of strength F in the vacuum, points along +z.

(a) Show that for F = 0 the electron has the potential energy

V(z) = −Z e²/(4πε₀z),

and express Z through ε. For liquid helium take the round value Z = 0.007. How large is the image charge?

(b) Find the two lowest levels of the vertical motion for F = 0, and the frequency of the transition between them.

(c) Find the change of this frequency to first order in F, and say why a first-order change exists.

(d) Find the second-order term. How good is the linear law at 1 V/cm and at 5 V/cm?

(e) What becomes of the linear law in a very strong field, and in a field of opposite sign?

**Solution**

**(a) The potential energy**

The electron polarizes the helium. A uniform dielectric with no free charge inside carries its bound charge on the surface, with a density σ(ρ) that depends on the distance ρ from the point below the electron. Write q for the electron's charge and s² = ρ² + z².

Just below the surface, the normal field has two parts. The charge q contributes −qz/(4πε₀s³). The surface charge contributes −σ/(2ε₀), since the distant parts of a flat sheet produce no normal field in the plane of the sheet. The bound charge density equals the normal polarization, which is ε₀(ε−1) times the field inside:

σ = ε₀(ε−1)[−qz/(4πε₀s³) − σ/(2ε₀)].

Moving the σ term to the left gives σ(ε+1)/2 = −(ε−1)qz/(4πs³), so

σ = −β qz/(2πs³), with β = (ε−1)/(ε+1).

A ring of radius ρ carries the charge 2πρσ dρ. Its force on q has the vertical component q(2πρσ dρ)z/(4πε₀s³). The total force is therefore

K(z) = −[β q²z²/(4πε₀)] ∫₀^∞ ρ dρ/(ρ²+z²)³.

With t = ρ² + z² the integral becomes ½∫ t⁻³ dt from z² to ∞, which is 1/(4z⁴). Hence, with q² = e²,

K(z) = −(β/4) e²/(4πε₀z²).

The potential energy is minus the work done by this force when the electron is brought from infinity:

V(z) = −∫_∞^z K(z′) dz′ = −(β/4) e²/(4πε₀z).

This is the required form, with

Z = β/4 = (ε−1)/[4(ε+1)].

The total surface charge is ∫₀^∞ 2πρσ dρ = −βq. The image charge thus has the magnitude βe = 4Ze = 0.028 e, and 0.007 is the effective nuclear charge number of the equivalent hydrogen problem. The factor 4 has two sources. The image lies at distance 2z from the electron, which gives one factor 2. The image keeps its charge but moves as the electron approaches, so that their separation 2z changes by twice the electron's displacement. The work done on the electron is therefore half of what it would be if an image charge of the same size stayed fixed and the electron came to the same separation, which gives the other.

Solving 4Z = (ε−1)/(ε+1) for ε gives

ε = (1+4Z)/(1−4Z) = 1.028/0.972 = 1.058.

The liquid is barely polarizable, and the electron is correspondingly weakly bound.

**(b) Levels without a field**

Motion along the surface is free and separates from the vertical motion. Its energy is the same before and after a vertical transition that leaves the momentum along the surface unchanged, so it drops out of the frequency. The vertical wave function u(z) vanishes at the wall.

The applied field has the electrostatic potential −Fz, and the charge −e gives it the energy +eFz. For F > 0 the electron is pressed toward the surface. The full vertical equation is

−(ħ²/2m) u″ − [Ze²/(4πε₀z)] u + eFz u = E u, u(0) = 0.

Let a₀ = 4πε₀ħ²/(me²) be the Bohr radius and E_h = e²/(4πε₀a₀) the Hartree energy. From these definitions ħ²/(ma₀²) = E_h. Set

b = a₀/Z, W = Z²E_h, z = bx, E = λW, φ = eFb/W.

Then ħ²/(mb²) = Z²E_h = W, and Ze²/(4πε₀b) = Z²E_h = W. Division by W leaves

−½u″ − u/x + φxu = λu, u(0) = 0,

where primes now mean derivatives with respect to x. For φ = 0 this is the radial equation of hydrogen at zero angular momentum.

For a bound state write λ = −κ²/2 with κ > 0, and u = g(x)e^{−κx}. Since u″ = (g″ − 2κg′ + κ²g)e^{−κx}, the κ² terms cancel and

g″ − 2κg′ + 2g/x = 0.

Because u(0) = 0, the series for g starts with the first power: g = c₀x + c₁x² + c₂x³ + … . Collecting the coefficient of x^{k−1} gives

k(k+1)c_k = 2(κk − 1)c_{k−1}.

If the series never ends, c_k/c_{k−1} approaches 2κ/k. Then g grows like e^{2κx}, and u grows like e^{κx}, which cannot be normalized. The series must end, so κn = 1 for some n = 1, 2, 3, … . The levels are

E_n = −W/(2n²).

For n = 1, κ = 1 and c₁ = 0. For n = 2, κ = ½, c₁ = −c₀/2 and c₂ = 0. Integrals of the type

∫₀^∞ x^k e^{−ax} dx = k!/a^{k+1}

fix the normalization. They give ∫x²e^{−2x}dx = 1/4 and ∫(x−x²/2)²e^{−x}dx = 2 − 6 + 6 = 2. Thus

u₁ = 2x e^{−x}, u₂ = (x − x²/2)e^{−x/2}/√2.

The transition frequency ν₀ follows from

hν₀ = W(1/2 − 1/8) = 3W/8.

For the numbers, a₀ = 0.052918 nm and E_h = 27.2114 eV give

b = 0.052918 nm/0.007 = 7.56 nm,

W = (0.007)² × 27.2114 eV = 1.3334 meV.

The levels are E₁ = −0.6667 meV and E₂ = −0.1667 meV. Their separation is 0.5000 meV, and division by h gives

ν₀ = 120.9 GHz.

These digits belong to Z taken as 0.007 without error. Since ν₀ is proportional to Z², a change of Z by 1 percent changes the frequency by about 2 percent. The statement of the model is a transition near 120 GHz for ⁴He at low temperature, where ε is about 1.057. A less dense liquid binds more weakly: ε = 1.042, as for ³He, gives about 65 GHz.

The distinction made in (a) matters here. If 0.007 e were the image charge, Z would be four times smaller and the frequency sixteen times smaller, 7.56 GHz.

**(c) The linear shift**

For small φ, expand a state and its scaled energy as

u = u⁽⁰⁾ + φw + φ²v + …, λ = λ⁽⁰⁾ + φλ⁽¹⁾ + φ²λ⁽²⁾ + … .

Let H₀ = −½d²/dx² − 1/x. The terms of first order in φ give

(H₀ − λ⁽⁰⁾)w = (λ⁽¹⁾ − x)u⁽⁰⁾.

Multiply by u⁽⁰⁾ and integrate. Two integrations by parts move H₀ onto u⁽⁰⁾, with no boundary terms because both functions vanish at the wall and at infinity. The left side is then zero, and λ⁽¹⁾ is the mean value of x in the unperturbed state. For the two states,

⟨x⟩₁ = 4∫x³e^{−2x}dx = 4 × 6/16 = 3/2,

⟨x⟩₂ = ½∫(x³ − x⁴ + x⁵/4)e^{−x}dx = ½(6 − 24 + 30) = 6.

In ordinary units the levels shift by eF⟨z⟩₁ = (3/2)eFb and eF⟨z⟩₂ = 6eFb. Both rise for F > 0, and the upper one rises more because its electron is farther from the surface. The transition frequency ν therefore has the slope

dν/dF = e(⟨z⟩₂ − ⟨z⟩₁)/h = 9eb/(2h) at F = 0.

The mean heights are 11.34 nm and 45.36 nm, and they differ by 34.02 nm. In a field of 1 V/cm = 100 V/m the difference of the level shifts is

100 V/m × 34.02 × 10⁻⁹ m × e = 3.402 × 10⁻³ meV.

Comparison with the transition energy of 0.5000 meV at 120.9 GHz gives

dν/dF = 120.9 GHz × (3.402 × 10⁻³/0.5000) per V/cm = 0.823 GHz per V/cm.

The linear tuning is thus about 0.8 GHz per V/cm. It is proportional to 1/Z, so weaker binding makes the transition easier to tune.

A first-order shift exists because the electron is confined to one side of the wall. Each state has a mean displacement from the surface, and hence a dipole moment along the field even when F = 0. The frequency changes because the two states have different moments. The ground state of ordinary hydrogen is symmetric about the nucleus. Its mean displacement is zero, and so is its linear shift. (The n = 2 level of the atom does shift linearly, by ±3eFa₀, but for another reason: the field mixes the degenerate 2s and 2p states.) The two problems share a radial equation at F = 0, but they respond differently to a field: above helium the added energy is eFz with z the distance from the wall, while in the atom it is eFr cos θ, whose mean value vanishes in the spherical ground state.

**(d) The second-order term**

The terms of second order in φ give

(H₀ − λ⁽⁰⁾)v + (x − λ⁽¹⁾)w = λ⁽²⁾u⁽⁰⁾.

Multiplying by u⁽⁰⁾ and integrating removes the first term, as before. This leaves

λ⁽²⁾ = ∫u⁽⁰⁾(x − λ⁽¹⁾)w dx / ∫(u⁽⁰⁾)²dx.

Adding a multiple of u⁽⁰⁾ to w does not change this result, since the mean of x − λ⁽¹⁾ is zero. The division by the norm allows us to drop the normalization factors of the states.

To find w, write w = p(x)e^{−κx}. The calculation that led to the equation for g now gives

−½p″ + κp′ − p/x = (λ⁽¹⁾ − x)g.

For n = 1, κ = 1, g = x and λ⁽¹⁾ = 3/2. The right side is 3x/2 − x². Try p = Ax³. The left side is

−3Ax + 3Ax² − Ax² = −3Ax + 2Ax²,

and A = −1/2 satisfies both powers. The numerator of λ⁽²⁾ is

∫x(x − 3/2)(−x³/2)e^{−2x}dx = −½(120/64) + ¾(24/32) = −3/8.

The norm is 1/4, so λ⁽²⁾ = −3/2.

For n = 2, κ = ½, g = x − x²/2 and λ⁽¹⁾ = 6. The right side is 6x − 4x² + x³/2. Try p = Ax⁴ + Bx³. The left side is

−6Ax² − 3Bx + 2Ax³ + (3/2)Bx² − Ax³ − Bx²
= Ax³ + (B/2 − 6A)x² − 3Bx.

The cubic term requires A = 1/2 and the linear term B = −2. The quadratic coefficient is then −1 − 3 = −4, as needed. The numerator is

−∫(6x − 4x² + x³/2)(x⁴/2 − 2x³)e^{−x}dx
= −∫(x⁷/4 − 3x⁶ + 11x⁵ − 12x⁴)e^{−x}dx
= −(1260 − 2160 + 1320 − 288) = −132.

The norm is 2, so λ⁽²⁾ = −66.

Subtracting the lower level from the upper gives

hν = W[3/8 + (9/2)φ − (129/2)φ² + …].

The quadratic term divided by the linear one is −(43/3)φ. The linear law therefore requires φ to be small compared with 3/43, a stricter condition than φ ≪ 1.

The minus sign has a simple meaning. For a normalized state, dE/dF = e⟨z⟩, because the change of the state itself does not alter the mean energy to first order. Differentiating the level expansions gives

⟨x⟩₁ = 3/2 − 3φ + …, ⟨x⟩₂ = 6 − 132φ + … .

The field pushes both states toward the wall, and the loosely bound upper state yields far more. The difference of the two dipole moments shrinks, and the tuning weakens.

At 1 V/cm, eFb = 7.56 × 10⁻⁴ meV, so

φ = 7.56 × 10⁻⁴/1.3334 = 5.67 × 10⁻⁴.

The quadratic term is then −0.81 percent of the linear one. At 5 V/cm it is −4.06 percent.

For a comparison that does not stop at second order, the vertical equation can be solved numerically. Replace u″ by second differences on a grid of spacing 0.01 b, with u = 0 at the surface and at height 60 b. The two lowest eigenvalues of the resulting matrix, with and without the field, give the frequency shift:

At 1 V/cm:
linear law 0.823 GHz; with the quadratic term 0.816 GHz; numerical 0.816 GHz.

At 5 V/cm:
linear law 4.113 GHz; with the quadratic term 3.946 GHz; numerical 3.966 GHz.

Relative to the numerical shift, the linear law is too large by 0.8 percent at 1 V/cm and by 3.7 percent at 5 V/cm. At the higher field the quadratic term corrects slightly too much, and the remaining 0.020 GHz measures the combined effect of the higher terms.

**(e) Strong fields and reversed fields**

For F > 0 and φ ≫ 1, set x = φ^{−1/3}y. The scaled equation becomes

φ^{2/3}[−½d²u/dy² + yu − φ^{−1/3}u/y] = λu.

The image term is now a small correction to a triangular well formed by the wall and the applied field. The level spacing grows as φ^{2/3}, so its slope falls as φ^{−1/3}. The constant tuning rate belongs to the opposite limit. The value φ = 1 corresponds to 1/(5.67 × 10⁻⁴) V/cm, or about 1800 V/cm. The limit is reached slowly, because the correction falls only as φ^{−1/3}: numerically the spacing exceeds the triangular-well value by 35 percent at φ = 1 and by 13 percent at φ = 10. The linear law fails much earlier; at φ = 0.07, about 120 V/cm, the slope is already down to 55 percent of its zero-field value. Fields of kilovolts per centimetre also deform a real liquid surface, which the flat model leaves out.

For F < 0 the field pulls the electron away from the surface, and the linear law predicts a lower frequency. The potential energy in units of W is then −1/x − |φ|x, which falls without limit at large x. The states are no longer strictly bound, because the electron can tunnel outward. The top of the barrier follows from 1/x² = |φ|. It lies at x = |φ|^{−1/2} and has the energy −2|φ|^{1/2}. At −1 V/cm this is −0.048, well above the unperturbed second level at −0.125. The expansion then describes the position of a metastable level, provided that the barrier is high and wide enough for escape to be slow. This range is narrow. A numerical solution gives the second level a tunneling lifetime of about 3 × 10⁻⁵ s at −5 V/cm and 2 × 10⁻⁹ s at −9 V/cm, and near −10 V/cm the level approaches the top of the barrier.

**What the model leaves out**

The hard wall replaces a finite surface barrier. For a round barrier height U = 1 eV, far above the electron's energy, the wave function would decay inside over the length

ħ/(2mU)^{1/2} = 0.195 nm.

This is 0.026 of b, but the ratio is not itself the energy correction. As a rough measure, moving the wall back by δ lowers level n by (ħ²/2m)u′(0)²δ = 2W(δ/b)/n³, which for δ/b = 0.026 raises the frequency by about 12 percent. Smoothing the image potential near the surface works the other way: with U = 1 eV and 1/z replaced by 1/(z + d), the frequency lies between about 134 GHz for d = 0.05 nm and 120 GHz for d = 0.2 nm. The hard wall is thus a first approximation at the level of ten percent. If u did not vanish at z = 0, the mean value of 1/z would diverge there, so a better calculation also needs the true, smooth potential close to the surface. Surface ripples and the fields of other electrons are omitted as well. The values of about 120 GHz and 0.8 GHz per V/cm are therefore results of the hard-wall model. The details of the surface can change the frequency by several percent or more, so further digits describe the model and not the real liquid.
